# Strain splitting of the degenerate in-plane Raman mode of a monolayer: verification in Python

```python
"""
Strain splitting of a doubly degenerate in-plane Raman mode.

Result under test: for symmetry C3v or higher, strain e changes the squared
frequencies of the mode pair by the eigenvalues of
    K = [[A exx + B eyy, (A-B) exy], [(A-B) exy, B exx + A eyy]],
so that, with gamma = -(A+B)/(4 w0^2) and beta = (B-A)/(2 w0^2),
    w = w0 [1 - gamma (e1+e2) -/+ beta (e1-e2)/2]
for polarisation along / across the principal axis 1.
w0: unstrained frequency; e1 >= e2: principal strains; exy: tensor shear.

Independent road: a honeycomb lattice with Morse bonds (exponent alpha) and
angular springs (stiffness kappa) is strained, relaxed and diagonalised.
Its bond length and bond stiffness are 1; u is the sublattice displacement.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import j0


def rotation(angle):
    c, s = np.cos(angle), np.sin(angle)
    return np.array([[c, -s], [s, c]])


def uniaxial(strain, poisson, angle):
    r = rotation(angle)
    return r @ np.diag([strain, -poisson * strain]) @ r.T


def secular_matrix(A, B, e):
    return np.array([[A * e[0, 0] + B * e[1, 1], (A - B) * e[0, 1]],
                     [(A - B) * e[0, 1], B * e[0, 0] + A * e[1, 1]]])


# ---- Symmetry: count and inspect the allowed linear maps strain -> K
def tensor_action(r):
    """Action of r on the components (xx, yy, xy) of a symmetric tensor."""
    columns = []
    for m in ([[1, 0], [0, 0]], [[0, 0], [0, 1]], [[0, 1], [1, 0]]):
        t = r @ np.array(m, float) @ r.T
        columns.append([t[0, 0], t[1, 1], t[0, 1]])
    return np.array(columns).T


def invariant_maps(generators):
    rows = []
    for r in generators:
        t = tensor_action(r)
        rows.append(np.kron(np.eye(3), t.T) - np.kron(t, np.eye(3)))
    _, singular, vh = np.linalg.svd(np.vstack(rows))
    return vh[singular < 1e-10].reshape(-1, 3, 3)


mirror = np.diag([1.0, -1.0])
maps_c3v = invariant_maps([rotation(2 * np.pi / 3), mirror])
maps_c6v = invariant_maps([rotation(np.pi / 3), mirror])
maps_c3 = invariant_maps([rotation(2 * np.pi / 3)])
maps_c4v = invariant_maps([rotation(np.pi / 2), mirror])
assert len(maps_c3v) == 2 and len(maps_c6v) == 2
assert len(maps_c3) == 3 and len(maps_c4v) == 3
for m in maps_c3v:
    a, b = m[0, 0], m[0, 1]
    assert np.allclose(m, [[a, b, 0], [b, a, 0], [0, 0, a - b]], atol=1e-10)

# ---- Honeycomb lattice energy per cell and its derivatives
exx, eyy, exy, ux, uy, al, ka = sp.symbols("exx eyy exy ux uy al ka", real=True)
half, root = sp.Rational(1, 2), sp.sqrt(3) / 2
directions = [(sp.Integer(1), sp.Integer(0)), (-half, root), (-half, -root)]
bonds = [((1 + exx) * x + exy * y + ux, exy * x + (1 + eyy) * y + uy)
         for x, y in directions]
lengths = [sp.sqrt(x**2 + y**2) for x, y in bonds]
energy = sum((1 - sp.exp(-al * (r - 1)))**2 / (2 * al**2) for r in lengths)
for i, j in ((0, 1), (1, 2), (0, 2)):
    cosine = (bonds[i][0] * bonds[j][0] + bonds[i][1] * bonds[j][1])
    cosine = cosine / (lengths[i] * lengths[j])
    energy += ka / 2 * (cosine + half)**2
strain_vars, shift_vars = [exx, eyy, exy], [ux, uy]
all_vars = strain_vars + shift_vars
gradient = [sp.diff(energy, v) for v in shift_vars]
hxx, hxy = sp.diff(gradient[0], ux), sp.diff(gradient[0], uy)
hyy = sp.diff(gradient[1], uy)
arguments = all_vars + [al, ka]
grad_hess = sp.lambdify(arguments, gradient + [hxx, hxy, hyy], "numpy", cse=True)
mixed_fn = sp.lambdify(arguments, [sp.diff(g, v) for g in gradient
                                   for v in strain_vars], "numpy", cse=True)
third_fn = sp.lambdify(arguments, [sp.diff(h, v) for h in (hxx, hxy, hyy)
                                   for v in all_vars], "numpy", cse=True)


def relaxed_hessian(e, alpha, kappa):
    """Newton relaxation of u at finite strain e; returns Hessian and u."""
    u = np.zeros(2)
    for _ in range(30):
        g1, g2, a, b, c = grad_hess(e[0, 0], e[1, 1], e[0, 1], *u, alpha, kappa)
        hessian = np.array([[a, b], [b, c]], float)
        force = np.array([g1, g2], float)
        if np.max(np.abs(force)) < 1e-14:
            break
        u = u - np.linalg.solve(hessian, force)
    assert np.max(np.abs(force)) < 1e-12
    return hessian, u


def perturbation_constants(alpha, kappa):
    """Clamped and relaxed first-order change of the Hessian with strain."""
    zero = [0.0] * 5 + [alpha, kappa]
    h0, _ = relaxed_hessian(np.zeros((2, 2)), alpha, kappa)
    mixed = np.array(mixed_fn(*zero), float).reshape(2, 3)
    t = np.array(third_fn(*zero), float).reshape(3, 5)
    third = np.array([[t[0], t[1]], [t[1], t[2]]])
    shift = -np.linalg.solve(h0, mixed)
    clamped = third[:, :, :3]
    relaxed = clamped + np.einsum("abc,ce->abe", third[:, :, 3:], shift)
    return h0, clamped, relaxed, shift


def gamma_beta(h0, change):
    A, B = change[0, 0, 0], change[1, 1, 0]
    return -(A + B) / (4 * h0[0, 0]), (B - A) / (2 * h0[0, 0])


alpha, kappa = 2.0, 0.3
h0, clamped, relaxed, shift = perturbation_constants(alpha, kappa)
A_lat, B_lat = relaxed[0, 0, 0], relaxed[1, 1, 0]
for change in (clamped, relaxed):
    A, B = change[0, 0, 0], change[1, 1, 0]
    assert np.allclose(change[:, :, 0], np.diag([A, B]), atol=1e-10)
    assert np.allclose(change[:, :, 1], np.diag([B, A]), atol=1e-10)
    assert np.allclose(change[:, :, 2], [[0, A - B], [A - B, 0]], atol=1e-10)
gamma_cl, beta_cl = gamma_beta(h0, clamped)
gamma_lat, beta_lat = gamma_beta(h0, relaxed)

# Closed forms for stiffness, internal shift and mean-shift constant
zeta = (1 - 2.25 * kappa) / (1 + 2.25 * kappa)
assert np.allclose(h0, 1.5 * (1 + 2.25 * kappa) * np.eye(2), atol=1e-10)
assert np.allclose(shift, -zeta / 2 * np.array([[1, -1, 0], [0, 0, -2]]), atol=1e-10)
gamma_formula = (3 * alpha - 1 + 4.5 * kappa) / (4 * (1 + 2.25 * kappa))
assert abs(gamma_lat - gamma_formula) < 1e-10

# Central forces only: clamped beta from anharmonicity, relaxed beta = -1
h0c, clamped_c, relaxed_c, _ = perturbation_constants(alpha, 0.0)
beta_central_clamped = gamma_beta(h0c, clamped_c)[1]
beta_central_relaxed = gamma_beta(h0c, relaxed_c)[1]
assert abs(beta_central_clamped - (3 * alpha - 1) / 4) < 1e-10
assert abs(beta_central_relaxed + 1) < 1e-10

# Finite-strain lattice against the secular matrix: remainder is quadratic
rng = np.random.default_rng(4)
ratios = []
for _ in range(6):
    e = rng.uniform(-1, 1, (2, 2))
    e = (e + e.T) / 2
    e = e / np.linalg.norm(e)
    remainders = []
    for size in (1e-3, 5e-4):
        h, _ = relaxed_hessian(size * e, alpha, kappa)
        k = secular_matrix(A_lat, B_lat, size * e)
        remainders.append(np.linalg.norm(h - h0 - k))
    ratios.append(remainders[0] / remainders[1])
assert 3.7 < min(ratios) and max(ratios) < 4.3

# Two-sublattice equation of motion reduces to the reduced-mass problem
mass_metal, mass_pair = 96.0, 64.0
mu = mass_metal * mass_pair / (mass_metal + mass_pair)
h, _ = relaxed_hessian(uniaxial(0.01, 0.35, 0.4), alpha, kappa)
weights = np.repeat([mass_metal, mass_pair], 2) ** -0.5
full = np.block([[h, -h], [-h, h]]) * np.outer(weights, weights)
assert np.allclose(np.linalg.eigvalsh(full)[:2], 0, atol=1e-12)
assert np.allclose(np.linalg.eigvalsh(full)[2:], np.linalg.eigvalsh(h) / mu, atol=1e-12)

# ---- Worked example: round values in the regime of monolayer MoS2
w0, gamma, beta, nu = 385.0, 0.7, 0.4, 0.35
strain, angle_deg = 0.01, 25.0
A = -(2 * gamma + beta) * w0**2
B = -(2 * gamma - beta) * w0**2
e = uniaxial(strain, nu, np.radians(angle_deg))
K = secular_matrix(A, B, e)
lam, vectors = np.linalg.eigh(K)
w_low, w_high = np.sqrt(w0**2 + lam)
slope_along = -gamma * w0 * (1 - nu) - beta * w0 * (1 + nu) / 2
slope_across = -gamma * w0 * (1 - nu) + beta * w0 * (1 + nu) / 2
lin_low, lin_high = w0 + slope_along * strain, w0 + slope_across * strain
splitting = beta * w0 * (1 + nu) * strain
pol_low = np.degrees(np.arctan2(vectors[1, 0], vectors[0, 0])) % 180
pol_high = np.degrees(np.arctan2(vectors[1, 1], vectors[0, 1])) % 180
assert abs(pol_low - angle_deg) < 1e-6
assert abs(pol_high - angle_deg - 90) < 1e-6
assert np.allclose(lam / (2 * w0), [lin_low - w0, lin_high - w0], atol=1e-9)
# next term of the square root is -(shift)^2/(2 w0)
assert abs(w_low - lin_low) < 1.1 * (lin_low - w0)**2 / (2 * w0)
# inversion from finite-difference slopes of the diagonalised problem
tiny = 1e-6
lam_tiny = np.linalg.eigvalsh(secular_matrix(A, B, uniaxial(tiny, nu, 0.7)))
fd_along, fd_across = (np.sqrt(w0**2 + lam_tiny) - w0) / tiny
gamma_back = -(fd_along + fd_across) / (2 * w0 * (1 - nu))
beta_back = (fd_across - fd_along) / (w0 * (1 + nu))
assert abs(gamma_back - gamma) < 1e-4 and abs(beta_back - beta) < 1e-4
mev_per_cm = const.h * const.c * 100 / const.e * 1e3

# ---- Size of neglected effects
# second-order strain in the honeycomb lattice, scaled to w0
second_order = []
for direction in (0.0, np.pi / 2):
    h, _ = relaxed_hessian(uniaxial(strain, nu, direction), alpha, kappa)
    w = np.sqrt(np.linalg.eigvalsh(h) / h0[0, 0])
    linear = abs(beta_lat) * (1 + nu) * strain
    second_order.append(w0 * (w[1] - w[0] - linear))

# mixing with the out-of-plane A1' mode; coupling assumed equal to |A-B|/2
w_a1 = 405.0
mixing = []
for direction in np.linspace(0, np.pi, 73):
    s = uniaxial(strain, nu, direction)
    c = abs(A - B) / 2 * np.array([s[0, 0] - s[1, 1], -2 * s[0, 1]])
    m = np.zeros((3, 3))
    m[:2, :2] = w0**2 * np.eye(2) + secular_matrix(A, B, s)
    m[:2, 2] = m[2, :2] = c
    m[2, 2] = w_a1**2
    f = np.sqrt(np.linalg.eigvalsh(m))
    mixing.append((f[1] - f[0]) - (w_high - w_low))
mixing_max = max(np.abs(mixing))

# polar LO-TO splitting of a sheet in vacuum at the largest optical q
sheet_integral = quad(lambda x: j0(x) * np.exp(-0.02 * x), 0, 1000, limit=2000)[0]
assert abs(sheet_integral - 1) < 1e-3   # damping alone shifts it by 2e-4
born_charge, lattice_nm, laser_nm, aperture = 1.0, 0.316, 532.0, 0.9
cell_area = np.sqrt(3) / 2 * (lattice_nm * 1e-9)**2
q_max = 2 * aperture * 2 * np.pi / (laser_nm * 1e-9)
polar = (born_charge * const.e)**2 * q_max / (
    2 * const.epsilon_0 * cell_area * mu * const.atomic_mass)
rad_per_cm = 2 * np.pi * const.c * 100
lo_to = np.sqrt(w0**2 + polar / rad_per_cm**2) - w0

# linewidth: two equal Lorentzians show two maxima above FWHM/sqrt(3)
fwhm = 3.0
merge = fwhm / np.sqrt(3)


def count_maxima(separation):
    x = np.linspace(-6, 6, 24001)
    y = sum(1 / (1 + ((x - c) / (fwhm / 2))**2)
            for c in (-separation / 2, separation / 2))
    return int(np.sum((y[1:-1] > y[:-2]) & (y[1:-1] > y[2:])))


assert count_maxima(0.97 * merge) == 1 and count_maxima(1.03 * merge) == 2
strain_resolved = merge / (beta * w0 * (1 + nu))
nu_free = 0.25
heating, thermal_slope = 20.0, -0.013
thermal_shift = heating * thermal_slope
false_strain = thermal_shift / (-gamma * w0 * (1 - nu))
fracture = 0.10

# ---- Output
print("SYMMETRY: number of allowed constants")
print(f"C3v, C6v, C3, C4v: {len(maps_c3v)}, {len(maps_c6v)}, "
      f"{len(maps_c3)}, {len(maps_c4v)}")
print("HONEYCOMB LATTICE (bond length = bond stiffness = 1)")
print(f"Morse exponent alpha = {alpha:.2f}, angular kappa = {kappa:.2f}")
print(f"internal-shift parameter zeta = {zeta:.4f}")
print(f"gamma clamped, relaxed = {gamma_cl:.4f}, {gamma_lat:.4f}")
print(f"beta clamped, relaxed = {beta_cl:.4f}, {beta_lat:.4f}")
print(f"kappa=0: beta clamped, relaxed = {beta_central_clamped:.4f}, "
      f"{beta_central_relaxed:.4f}")
print(f"remainder ratio on halving strain: {min(ratios):.3f} to {max(ratios):.3f}")
print("EXAMPLE INPUTS (rough, MoS2 regime)")
print(f"w0 = {w0:.1f} cm^-1, gamma = {gamma:.2f}, beta = {beta:.2f}")
print(f"Poisson ratio = {nu:.2f}, strain = {100*strain:.2f} %, "
      f"angle = {angle_deg:.1f} deg")
print("EXAMPLE RESULTS")
print(f"A = {A:.0f} cm^-2, B = {B:.0f} cm^-2")
print(f"exx, eyy, exy = {100*e[0,0]:.4f}, {100*e[1,1]:.4f}, {100*e[0,1]:.4f} %")
print(f"Kxx, Kyy, Kxy = {K[0,0]:.1f}, {K[1,1]:.1f}, {K[0,1]:.1f} cm^-2")
print(f"eigenvalues of K = {lam[0]:.1f}, {lam[1]:.1f} cm^-2")
print(f"slope along strain = {slope_along/100:.3f} cm^-1 per %")
print(f"slope across strain = {slope_across/100:.3f} cm^-1 per %")
print(f"linear lines = {lin_low:.3f}, {lin_high:.3f} cm^-1")
print(f"square-root lines = {w_low:.3f}, {w_high:.3f} cm^-1")
print(f"polarisation of lower, upper line = {pol_low:.1f}, {pol_high:.1f} deg")
print(f"linear splitting = {splitting:.3f} cm^-1 = {splitting*mev_per_cm:.4f} meV")
print(f"gamma, beta recovered from slopes = {gamma_back:.4f}, {beta_back:.4f}")
print("NEGLECTED EFFECTS")
print(f"square root: splitting changes by {w_high-w_low-splitting:.4f} cm^-1")
print(f"2nd-order strain, along a bond: {second_order[0]:.3f} cm^-1")
print(f"2nd-order strain, across a bond: {second_order[1]:.3f} cm^-1")
print(f"A1' mode at {w_a1:.0f} cm^-1: mixing changes splitting by up to "
      f"{mixing_max:.3f} cm^-1")
print(f"LO-TO inputs: Born charge {born_charge:.1f} e, a = {lattice_nm:.3f} nm")
print(f"masses {mass_metal:.0f} and {mass_pair:.0f} u, reduced mass {mu:.1f} u")
print(f"laser {laser_nm:.0f} nm, NA {aperture:.1f}, q max = {q_max*1e-9:.4f} nm^-1")
print(f"LO-TO splitting, upper estimate = {lo_to:.3f} cm^-1")
print(f"splitting for free-standing nu = {nu_free:.2f}: "
      f"{beta*w0*(1+nu_free)*strain:.3f} cm^-1")
print(f"heating {heating:.0f} K at {thermal_slope:.3f} cm^-1/K: "
      f"common shift {thermal_shift:.2f} cm^-1")
print(f"strain mimicked by that heating = {100*false_strain:.3f} %")
print(f"linewidth (FWHM) = {fwhm:.1f} cm^-1, merging separation = {merge:.3f} cm^-1")
print(f"smallest strain with two maxima = {100*strain_resolved:.3f} %")
print(f"rough fracture strain {100*fracture:.0f} %, "
      f"fraction used = {strain/fracture:.2f}")
print("finished without a failed check")
```

Printed output:

```
SYMMETRY: number of allowed constants
C3v, C6v, C3, C4v: 2, 2, 3, 3
HONEYCOMB LATTICE (bond length = bond stiffness = 1)
Morse exponent alpha = 2.00, angular kappa = 0.30
internal-shift parameter zeta = 0.1940
gamma clamped, relaxed = 0.9478, 0.9478
beta clamped, relaxed = 0.6455, 0.4435
kappa=0: beta clamped, relaxed = 1.2500, -1.0000
remainder ratio on halving strain: 3.998 to 4.021
EXAMPLE INPUTS (rough, MoS2 regime)
w0 = 385.0 cm^-1, gamma = 0.70, beta = 0.40
Poisson ratio = 0.35, strain = 1.00 %, angle = 25.0 deg
EXAMPLE RESULTS
A = -266805 cm^-2, B = -148225 cm^-2
exx, eyy, exy = 0.7589, -0.1089, 0.5171 %
Kxx, Kyy, Kxy = -1863.3, -834.4, -613.2 cm^-2
eigenvalues of K = -2149.3, -548.4 cm^-2
slope along strain = -2.791 cm^-1 per %
slope across strain = -0.712 cm^-1 per %
linear lines = 382.209, 384.288 cm^-1
square-root lines = 382.199, 384.287 cm^-1
polarisation of lower, upper line = 25.0, 115.0 deg
linear splitting = 2.079 cm^-1 = 0.2578 meV
gamma, beta recovered from slopes = 0.7000, 0.4000
NEGLECTED EFFECTS
square root: splitting changes by 0.0095 cm^-1
2nd-order strain, along a bond: 0.031 cm^-1
2nd-order strain, across a bond: 0.042 cm^-1
A1' mode at 405 cm^-1: mixing changes splitting by up to 0.051 cm^-1
LO-TO inputs: Born charge 1.0 e, a = 0.316 nm
masses 96 and 64 u, reduced mass 38.4 u
laser 532 nm, NA 0.9, q max = 0.0213 nm^-1
LO-TO splitting, upper estimate = 0.204 cm^-1
splitting for free-standing nu = 0.25: 1.925 cm^-1
heating 20 K at -0.013 cm^-1/K: common shift -0.26 cm^-1
strain mimicked by that heating = 0.148 %
linewidth (FWHM) = 3.0 cm^-1, merging separation = 1.732 cm^-1
smallest strain with two maxima = 0.833 %
rough fracture strain 10 %, fraction used = 0.10
finished without a failed check
```
